# Silicon slab thickness for an athermal TE0 mode at 1550 nm

Anyone setting up a calculation of a polymer-clad silicon filter must first decide which film thickness to enter. One candidate is the common 220 nm film. The other is a much thinner film, from which the field spreads far enough into the polymer for its negative thermo-optic coefficient to cancel the positive one of silicon. For the fundamental TE mode of a wide film, the case treated here, the choice decides whether the later temperature analysis deals with a small residue or with a drift set mainly by the silicon.

The model is a silicon slab of thickness $d$ and index $n_1$ between two thick, identical polymer claddings of index $n_2$. The materials are isotropic and lossless, and the slab is unlimited in width. The vacuum wavelength is $\lambda=1550$ nm, and the effective index $N$ is the propagation constant divided by $k=2\pi/\lambda$. The polymer coefficient is given, $a_2=dn_2/dT=-1.0\times10^{-4}$ per K. The other inputs are rough typical values: $n_1=3.48$, $n_2=1.50$ and $a_1=dn_1/dT=1.8\times10^{-4}$ per K.

"Temperature-independent" here means $dN/dT=0$ at one temperature, one wavelength and one polarization. A curvature in temperature remains and is sized below.

## The estimate

Take the fundamental TE mode (TE0), whose electric field $E$ is parallel to the film, and let $G$ be the fraction of $\int E^2dx$ that lies in the silicon. If each material influences $N^2$ in proportion to its share of $E^2$, which is proved in the next section, then

$$N\frac{dN}{dT}=G\,n_1a_1+(1-G)\,n_2a_2 .\tag{1}$$

The drift vanishes when $G$ equals

$$G^*=\frac{n_2|a_2|}{n_1a_1+n_2|a_2|}=\frac{1.50}{6.264+1.50}=0.193 .\tag{2}$$

Only about a fifth of $E^2$ may sit in the silicon, so the slab must be thin. The field is then nearly constant across it and falls as $e^{-\gamma|x|}$ outside. With unit field at the slab, the core integral is $d$ and the two claddings together give $2\times1/(2\gamma)=1/\gamma$. Hence $G\approx\gamma d$ when $\gamma d$ is small.

The wave equation $E''=-k^2(n^2-N^2)E$ fixes $\gamma$. Across the slab the slope changes from $+\gamma$ to $-\gamma$, so $2\gamma\approx k^2(n_1^2-N^2)d$. To leading order $N\approx n_2$, which gives $\gamma\approx k^2A^2d/2$ with $A=\sqrt{n_1^2-n_2^2}=3.140$. Then $G\approx k^2A^2d^2/2$, and

$$d\approx\frac{\sqrt{2G^*}}{kA}=\frac{\lambda}{\pi A}\sqrt{\frac{G^*}{2}}=157.1\ \text{nm}\times0.311=48.8\ \text{nm}.\tag{3}$$

Because $G$ grows steadily with thickness, as shown below, this rules out 220 nm for the TE0 mode of the slab. It does not decide the matter for TM modes, which obey a different matching condition: with the same inputs the TM0 mode is athermal near 202 nm, and a 220 nm slab drifts by only about $43\times10^{-6}$ per K in TM0.

## The controlled derivation

**The weighting.** The TE field obeys $E''+k^2(n^2-N^2)E=0$. Change the indices by $\delta n$ with the interfaces fixed:

$$\delta E''+k^2(n^2-N^2)\,\delta E+2k^2(n\,\delta n-N\,\delta N)E=0 .$$

Multiply by $E$ and integrate over all $x$. Both $E$ and $\delta E$ are continuous with continuous slopes and vanish far away, so two integrations by parts turn $\int E\,\delta E''dx$ into $\int E''\delta E\,dx$. The first two terms then combine into $\int\delta E\,[E''+k^2(n^2-N^2)E]\,dx=0$. What remains is

$$N\,\delta N=\frac{\int n\,\delta n\,E^2dx}{\int E^2dx},$$

which is equation (1) when each region has a uniform $\delta n$.

**The mode.** TE0 is even: $E=\cos\kappa x$ in the core and $E\propto e^{-\gamma|x|}$ outside, with $\kappa^2=k^2(n_1^2-N^2)$ and $\gamma^2=k^2(N^2-n_2^2)$. Define $u=\kappa d/2$, $w=\gamma d/2$ and $V=kAd/2=\pi dA/\lambda$. Adding the squares gives $u^2+w^2=V^2$. Continuity of $E'/E$ at $x=d/2$ gives $\kappa\tan u=\gamma$, so

$$w=u\tan u,\qquad V=\frac{u}{\cos u},\qquad 0<u<\frac{\pi}{2}.$$

Since $w/V=\sin u$ and $\gamma/k=Aw/V$, the effective index follows from $N^2=n_2^2+A^2\sin^2u$.

**The core fraction.** The two integrals are

$$I_{\rm core}=\frac d2\left(1+\frac{\sin u\cos u}{u}\right),\qquad I_{\rm clad}=\frac{\cos^2u}{\gamma}=\frac d2\,\frac{\cos^2u}{w}.$$

From $\tan u=w/u$ we have $\sin u\cos u/u=w\cos^2u/u^2$. The sum is therefore

$$\frac d2\left[1+\cos^2u\,\frac{w^2+u^2}{u^2w}\right]=\frac d2\left[1+\frac1w\right],$$

because $\cos^2u\,(u^2+w^2)=\cos^2u\,V^2=u^2$. Dividing the cladding part by this sum gives

$$1-G=\frac{\cos^2u}{1+u\tan u}.\tag{4}$$

As $u$ runs from 0 to $\pi/2$, the numerator falls and the denominator grows, so $G$ rises steadily from 0 to 1. Also $dV/du=(1+w)/\cos u>0$, so $u$ rises with $d$. For $a_1>0>a_2$ there is thus exactly one athermal thickness,

$$d^*=\frac{\lambda}{\pi A}\,\frac{u}{\cos u},\qquad G(u)=G^* .\tag{5}$$

If $a_2$ were positive, both terms in (1) would be positive and no thickness would work.

**Two limits.** For small $u$, $\cos^2u=1-u^2+u^4/3$ and $1/(1+u\tan u)=1-u^2+2u^4/3$. Their product is $1-2u^2+2u^4$, so $G=2u^2-2u^4$. Inverting, $u^2=G/2+G^2/4$, and $V^2=u^2/\cos^2u=u^2+u^4=G/2+G^2/2$ to this order. Hence

$$d^*\approx\frac{\lambda}{\pi A}\sqrt{\frac{G^*(1+G^*)}{2}}=53.3\ \text{nm}.\tag{6}$$

The leading term is the sheet estimate (3). For a weak polymer coefficient, the thickness therefore scales as $\sqrt{|a_2|}$.

In the opposite limit, $n_2|a_2|\gg n_1a_1$, nearly all of $E^2$ must be in the core. Put $u=\pi/2-\epsilon$. Then $\cos u\approx\epsilon$ and $u\tan u\approx\pi/(2\epsilon)$, so $1-G\approx2\epsilon^3/\pi$. With $V\approx\pi/(2\epsilon)$,

$$d^*\approx\frac{\lambda}{2A}\left[\frac{2}{\pi(1-G^*)}\right]^{1/3}.$$

The thickness then grows only as the cube root of $1/(1-G^*)$. This limit is approached slowly: at $1-G^*=0.04$ the formula is still about 30% too high, so it shows the trend and should not replace (5).

## Comparison and tolerance

Solving (5) for $G^*=0.1932$ gives $u=0.3275$, $w=0.1112$ and $V=0.3458$, so

$$d^*=157.1\ \text{nm}\times0.3458=54.3\ \text{nm}=0.0543\ \mu\text{m},\qquad N=1.808 .$$

The silicon contributes $0.1932\times3.48\times1.8\times10^{-4}/1.808=66.9\times10^{-6}$ per K, and the polymer contributes the same amount with the opposite sign.

As an independent test, the wave equation was discretized and diagonalized at slightly raised and lowered temperatures, without use of the matching condition or of $G$. The thickness of zero drift came out as 54.34 nm on meshes of both 1 nm and 0.5 nm.

Relative to $d^*$, estimate (3) is 10% low and estimate (6) is 2% low. Whether that matters depends on how fast the drift changes with thickness. Differentiating (4), with $\cos^2u\,(dw/du)=\sin u\cos u+u$ and $du/dd=(kA/2)\cos u/(1+w)$, gives

$$\frac{dG}{dd}=\frac{kA}{2}\cos u\,\frac{2\sin u\cos u\,(1+w)+\sin u\cos u+u}{(1+w)^3}=0.00575\ \text{per nm}.$$

At $d^*$ the right side of (1) is zero, so the change of $N$ in the denominator drops out:

$$\frac{d}{dd}\left(\frac{dN}{dT}\right)=\frac{n_1a_1-n_2a_2}{N}\,\frac{dG}{dd}=2.47\times10^{-6}\ \text{per K per nm}.$$

To first order, a film made to estimate (3) would drift by about $-14\times10^{-6}$ per K, and one made to estimate (6) by about $-2.5\times10^{-6}$ per K. A 220 nm slab in the same polymer drifts by $167\times10^{-6}$ per K. The sheet estimate is therefore enough to choose the kind of film, but not to specify it.

The rough inputs limit the answer as well. Changing $a_1$ to 1.7 or $1.9\times10^{-4}$ per K, with the rest fixed, moves $d^*$ to 55.9 or 52.9 nm. Changing $n_2$ to 1.45 or 1.55 moves it to 53.0 or 55.7 nm. For these ranges a fair statement is 54 nm, uncertain by about 2 nm if the two errors are independent and by about 3 nm if they add. This takes $a_2$ as exact. Changing it to $-0.9$ or $-1.1\times10^{-4}$ per K moves $d^*$ to 51.6 or 57.0 nm.

## What the condition leaves out

**Expansion.** Differentiating $N^2=n_2^2+A^2\sin^2u$ with respect to $d$ gives

$$\frac{\partial N}{\partial d}=\frac{A^2\sin u\cos u}{N}\frac{du}{dd}=\frac{kA^3\sin u\cos^2u}{2N(1+w)}=0.0090\ \text{per nm}.$$

With a rough linear expansion of $2.6\times10^{-6}$ per K, the thickening slab adds $2.6\times10^{-6}\times54.3\times0.0090=1.3\times10^{-6}$ per K, and the zero moves to 53.8 nm. In a resonator the quantity to hold constant is the optical path $NL$. If the length $L$ expands at the same rate, as on a silicon wafer, the required thickness is 52.0 nm.

**Curvature.** With constant coefficients, $N$ is higher by $15\times10^{-6}$ at both $-40$ K and $+40$ K from the design temperature. Silicon's own coefficient also rises with temperature, by roughly $2.5\times10^{-7}$ per K². This adds about $(G^*n_1/N)\times2.5\times10^{-7}\times40^2/2=74\times10^{-6}$, and the full solution gives 89 and $90\times10^{-6}$. With a constant polymer coefficient the design point is thus a minimum of $N$, and its curvature comes mainly from silicon. The temperature dependence of the polymer coefficient is not included, and it can decide the sign: a slope of $-1.7\times10^{-7}$ per K², a change of $a_2$ by 7% over 40 K, cancels the whole curvature, and a steeper one turns the minimum into a maximum.

**Wavelength.** At fixed indices $N$ depends on $d/\lambda$ alone, so $d^*$ is proportional to $\lambda$. With the indices and coefficients held fixed, the same slab drifts by $1.75\times10^{-6}$ per K at 1530 nm. The dispersion of the silicon index alone, about $+0.0017$ over this interval, raises the figure by about $0.1\times10^{-6}$ per K.

**Polarization.** At $d^*$ the TM0 mode drifts by $-101\times10^{-6}$ per K, slightly more than the polymer itself. For TM, continuity of $H'/n^2$ replaces the matching condition by $w=(n_2^2/n_1^2)\,u\tan u\approx(n_2^2/n_1^2)V^2$ in a thin slab. Then $N-n_2\approx A^2w^2/(2n_2V^2)=A^2V^2n_2^3/(2n_1^4)\approx0.014$. Since $V\propto A$, this excess varies as $n_2^3(1-n_2^2/n_1^2)^2$. For the present coefficients this thin-slab form shrinks by about $0.9\times10^{-4}$ of itself per kelvin. The exact excess, 0.0145, shrinks by $0.76\times10^{-4}$ of itself per kelvin, which supplies the extra $-1.1\times10^{-6}$ per K.

**Real devices.** The indices and coefficients used here are ordinary for silicon and optical polymers, but a 54 nm film is far thinner than the common 220 nm one. Two assumptions often fail:

- *Symmetry.* Silicon films usually lie on oxide, whose coefficient is small and positive, roughly $1\times10^{-5}$ per K at an index near 1.44. If the cladding field were still shared equally, the mean of $n\,dn/dT$ in the claddings would be $-0.68\times10^{-4}$ per K. Then $G^*\approx0.098$, and (6) gives about 36 nm. This is a crude figure, because the polymer has the higher index and holds more than half of the cladding field. Solving the asymmetric slab gives a polymer share of 54% of the cladding $E^2$ and a thickness of 38 nm.
- *Width.* A narrow strip also lets the field spread sideways, so a thicker film can be made athermal by narrowing the strip. The slab thickness does not carry over to that case, which needs a two-dimensional mode calculation.

The polymer must also be thick enough. The field decays over 244 nm, and the part of $E^2$ lying beyond 2000 nm of polymer on one side is $3\times10^{-8}$ of the total. Leakage into a substrate, absorption in the polymer and index changes from thermal stress were not calculated. The main values for the symmetric slab are in the numerical output below.

## Values computed for the example and the checks

```
vacuum wavelength: 1550 nm
silicon index (rough): 3.48; polymer index (rough): 1.50
silicon coefficient (rough): 1.80 e-4/K
polymer coefficient (given): -1.00 e-4/K
A = sqrt(n1^2-n2^2): 3.1401
required core fraction G*: 0.1932
hand estimate, leading term: 48.8 nm
hand estimate, two terms: 53.3 nm
u: 0.3275; w: 0.1112; V: 0.3458
athermal thickness d*: 54.34 nm = 0.0543 micrometre
effective index N at d*: 1.8083
core part of dN/dT: 66.92 e-6/K
cladding part of dN/dT: -66.92 e-6/K
grid thickness, 1 nm mesh: 54.339 nm
grid thickness, 0.5 nm mesh: 54.339 nm
mesh shift: 0.0005 nm
grid effective index at d*: 1.80834
dN/dd at d*: 0.00901 per nm
dG/dd at d*: 0.00575 per nm
drift per nm thickness error: 2.468 e-6/K per nm
drift of a 220 nm slab: 167.1 e-6/K
d* if silicon coefficient is 1.7 e-4/K: 55.91 nm
d* if silicon coefficient is 1.9 e-4/K: 52.89 nm
d* if polymer index is 1.45: 53.03 nm
d* if polymer index is 1.55: 55.67 nm
silicon linear expansion (rough): 2.6 e-6/K
d* with slab thickness expansion: 53.83 nm
d for constant optical path N*L: 51.98 nm
slope of silicon coefficient (rough): 2.5 e-7/K^2
N shift at -40 K, +40 K, constant coefficients: 14.8, 14.8 e-6
N shift at -40 K, +40 K, with silicon slope: 88.6, 89.7 e-6
drift at 1530 nm, same slab and indices: 1.75 e-6/K
TM0 drift at d*: -101.1 e-6/K
field decay length in polymer: 244 nm
fraction of E^2 beyond 2000 nm of polymer, one side: 3.1e-08
```
